# Conductance dips below subband thresholds from an impurity in a wire, part 2

A particle of mass $m^*$ moves in a hard-walled strip $0<y<W$ with a point impurity at $\mathbf r_0=(0,y_0)$. The impurity is defined by a length $a$, through $\psi\to C\ln(r/a)$ as $r=|\mathbf r-\mathbf r_0|\to0$; weak attraction means $a\gg W$. This part finds the dip's position, width and pole for weak attraction (e), treats finite transverse width (f), and evaluates an example (g).

In (e) and (f) $\hbar^2/2m^*=1$ and $W=1$; for general $W$ read $a/W$, $k_nW$, $\kappa_nW$ and $W\chi_n^2$. The modes are $\chi_n(y)=\sqrt2\sin n\pi y$, with thresholds $E_n=n^2\pi^2$, $\theta=\pi y_0$ and $\chi_n\equiv\chi_n(y_0)$. In the window $E_N<E<E_{N+1}$, $k_n=\sqrt{E-E_n}$ for $n\le N$ (open) and $\kappa_n=\sqrt{E_n-E}$ for $n>N$ (closed). The conductance $G=\mathrm{Tr}\,t^\dagger t$ is in units of $2e^2/h$.

The scattering strength $\tau$ obeys

$$\frac1\tau=D_N(E)+i\Gamma(E),\qquad\Gamma=\sum_{n\le N}\frac{\chi_n^2}{2k_n},\tag{4}$$

$$D_N(E)=\frac1{2\pi}\ln\frac{2\sin\theta}{\pi a}-\sum_{n\le N}\frac{\sin^2n\theta}{n\pi}+\sum_{n>N}\chi_n^2\left[\frac1{2\kappa_n}-\frac1{2n\pi}\right].\tag{5}$$

With $D\equiv D_N$ and $\hat u$ the real unit vector with components proportional to $\chi_n/\sqrt{k_n}$,

$$r=-\frac{i\Gamma}{D+i\Gamma}\,\hat u\hat u^T,\qquad t=(1-\hat u\hat u^T)+\frac{D}{D+i\Gamma}\,\hat u\hat u^T,\tag{6}$$

$$G=N-\frac{\Gamma^2}{D^2+\Gamma^2}.\tag{7}$$

Away from the dip a weak defect lowers $G$ only slightly.

The quasi-bound state, bound when the open modes are removed, satisfies

$$D_N(E^*)=0,\qquad\psi_b=\sum_{n>N}\frac{\chi_n}{2\kappa_n}\chi_n(y)e^{-\kappa_n|x|},$$

$$D_N'(E)=\sum_{n>N}\frac{\chi_n^2}{4\kappa_n^3}>0,\tag{8}$$

where (8) is also the squared norm of $\psi_b$. For $N\ge1$ and $\chi_{N+1}\ne0$ it exists only if $a>a_c$, with $a_c=a\,e^{2\pi D_N(E_N)}$.

An equivalent model keeps $M$ modes and a bare delta of strength $\gamma_M$,

$$\frac1{\gamma_M}=\frac1{2\pi}\ln\frac{2\sin\theta}{\pi a}-\sum_{n\le M}\frac{\sin^2n\theta}{n\pi},$$

and $\psi_b$ is scaled so that $s=-\gamma_M\psi_b(\mathbf r_0)=1$.

For a bare delta of strength $\gamma$, $\frac1\tau=\frac1\gamma-G_0(\mathbf r_0,\mathbf r_0)$, with $G_0$ the clean Green function. In the open plane at $E=-\kappa^2$,

$$\frac1\tau=\frac1{2\pi}\ln\frac{\kappa_b}{\kappa},\qquad\kappa_b=\frac{2e^{-\gamma_E}}a ,$$

with $\gamma_E$ Euler's constant. A circular well of depth $q^2$ and radius $R$ has $\ln\frac aR=\frac{J_0(qR)}{qR\,J_1(qR)}$.

The example has $m^*=0.067\,m_e$, $W=50$ nm, $y_0=10$ nm, and $a$ from a well of radius 1 nm and depth 130 meV.

## Model answer (e): weak attraction

Comparing (5) for $N$ and $N+1$ shows that the two differ only in the term $\chi_{N+1}^2/2\kappa_{N+1}$:

$$D_N(E)=\frac{\chi^2}{2\kappa}+D_{N+1}(E),\qquad\chi\equiv\chi_{N+1},\quad\kappa\equiv\kappa_{N+1}.$$

The function $D_{N+1}$ is smooth for all $E<E_{N+2}$. Define $1/g=-D_{N+1}(E_{N+1})$ and $c=D'_{N+1}(E_{N+1})>0$. With $E=E_{N+1}-\kappa^2$, $D_{N+1}=-1/g-c\kappa^2+O(\kappa^4)$. For $a\gg W$ the logarithm makes $g$ small and positive. The condition $D_N=0$ becomes $\chi^2/2\kappa=1/g+c\kappa^2$, or $\kappa=\kappa_0/(1+cg\kappa^2)$ with $\kappa_0=g\chi^2/2$. One iteration gives

$$E_{N+1}-E^*=\kappa_0^2\left[1-2cg\kappa_0^2+\dots\right],\qquad\kappa_0=\frac{g\chi^2}2 .\tag{9}$$

The leading term is the binding energy of the one-dimensional potential $-g\chi^2\delta(x)$, for which the jump condition $-2\kappa=-g\chi^2$ gives the same $\kappa_0$. It slightly overestimates the binding, with relative error $2cg\kappa_0^2=cg^3\chi^4/2$. The level is just below threshold when $\kappa_0^2\ll E_{N+1}-E_N$. Note that $g>0$ means $a>a_c$ for window $N+1$, which is a different condition from the one for window $N$.

For the line shape drop $c$, freeze $\Gamma$, and put $x=g\Gamma$. The channel $\hat u$ is half reflected where $D=\pm\Gamma$, that is $\chi^2/2\kappa=1/g\pm\Gamma$, or $\kappa_\pm=\kappa_0/(1\pm x)$; the lower point needs $x<1$. The distance between the two energies is

$$\kappa_-^2-\kappa_+^2=\kappa_0^2\,\frac{(1+x)^2-(1-x)^2}{(1-x^2)^2}=\frac{4x\kappa_0^2}{(1-x^2)^2}.$$

The dip is asymmetric, with the longer tail on the low-energy side.

Fermi's golden rule gives the decay rate of the normalised state $\psi_b/\sqrt{D'}$. Its matrix element with $\chi_n(y)e^{\pm ik_nx}$, normalised per unit length, is $\gamma_M\chi_n\psi_b(\mathbf r_0)/\sqrt{D'}=-\chi_n/\sqrt{D'}$, because $s=1$. The density of states per direction is $1/(2\pi\,dE/dk)=1/4\pi k_n$. With two directions the energy width is

$$w=2\pi\sum_{n\le N}2\cdot\frac{\chi_n^2}{D'}\cdot\frac1{4\pi k_n}=\frac{2\Gamma}{D'}\approx4x\kappa_0^2,$$

where $D'\approx\chi^2/4\kappa_0^3$ and $\chi^2=2\kappa_0/g$ were used. The same $w$ follows from linearising $D\approx D'(E-E^*)$ in (7), which gives a Lorentzian dip of full width $2\Gamma/D'$. The binding scales as $g^2$ and the width as $g^3$, so weaker impurities give narrower dips of unchanged depth.

The pole is the root of $D+i\Gamma=0$ reached by continuing from the real window into the lower half plane. The principal square roots do this: for $\mathrm{Im}\,E<0$ they give $\mathrm{Re}\,k_n>0$, $\mathrm{Im}\,k_n<0$, and $\mathrm{Re}\,\kappa>0$, $\mathrm{Im}\,\kappa>0$. The equation $\chi^2/2\kappa=1/g-i\Gamma$ has the root

$$\kappa_p=\frac{\kappa_0}{1-ix}=\frac{\kappa_0(1+ix)}{1+x^2},\qquad E_p=E_{N+1}-\kappa_0^2\,\frac{1-x^2+2ix}{(1+x^2)^2}.$$

For $g>0$ both parts of $\kappa_p$ are positive, so the root is on the stated sheet and $\mathrm{Im}\,E_p<0$. For $g<0$, $\mathrm{Re}\,\kappa_p<0$: the closed component grows with $|x|$, the root is on another sheet, and for small $|g|$, where this approximation holds, there is no resonance below threshold. The real part of the pole lies closer to threshold than $E^*$, by $3x^2\kappa_0^2$ to leading order, and $-2\,\mathrm{Im}E_p=4x\kappa_0^2/(1+x^2)^2$. The three widths agree only up to relative corrections $\pm2x^2$, and the zero of transmission is not at $\mathrm{Re}\,E_p$.

## Model answer (f): finite transverse width

Take $V=\gamma\,\delta(x)f(y)$ with $\gamma<0$, $f\ge0$, and the real symmetric matrix $V_{mn}=\gamma\int\chi_mf\chi_n\,dy$. Let $c_n$ be the mode amplitudes at $x=0$, with $P$ the open and $Q$ the closed set. An open mode is $A_ne^{ik_nx}+B_ne^{-ik_nx}$ on the left and $c_ne^{ik_nx}$ on the right. Continuity gives $B_n=c_n-A_n$, and the derivative jumps by $ik_nc_n-ik_n(A_n-B_n)=2ik_n(c_n-A_n)$. A closed mode jumps by $-2\kappa_nc_n$. Equating the jumps to $(Vc)_n$,

$$2ik\,(c_P-A)=V_{PP}c_P+V_{PQ}c_Q,\qquad-(2\kappa+V_{QQ})\,c_Q=V_{QP}c_P ,$$

with $k$ and $\kappa$ diagonal matrices. The closed-mode bound state is a vector $\phi$ with $(2\kappa+V_{QQ})\phi=0$. The eigenvalues of this symmetric matrix fall as $E$ rises, since every $\kappa_n$ falls, and at $E_{N+1}$ its first diagonal element is $V_{N+1,N+1}<0$, so the lowest eigenvalue is negative there. It crosses zero in the window if it is positive at $E_N$.

At that energy try $c_P=0$, $c_Q=\phi$. The second equation holds as $0=0$. The first fixes $A=-(2ik)^{-1}V_{PQ}\phi$. If $V_{PQ}\phi\neq0$ this is a nonzero incident wave with no transmitted amplitude in any open mode, so $t$ has an exact zero eigenvalue. If $V_{PQ}\phi=0$, as symmetry can arrange, there is instead a true bound state in the continuum. In the first case $G\le N-1$. For $N\ge2$ the other channels are now scattered as well, because $V$ is rank one only in the limit of narrow $f$; for narrow $f$ centred away from a node of mode $N+1$ this scattering is weak and $G$ lies slightly below $N-1$. If $f$ is centred on such a node, $V_{N+1,N+1}$ is still negative but only of second order in the width, so a level splits off very close to threshold and gives either an extremely narrow dip or, with symmetry, a bound state in the continuum; at such a dip the other channels can still be scattered at about the background level.

The proof uses zero extent along $x$ and a real $V$; it does not cover an impurity of finite length along the wire. Absorption or dephasing removes the exact zero, and a thermal energy $k_BT$ comparable to the width leaves only a shallower and broader dip.

## Model answer (g): numbers

The inputs are chosen. With $\hbar^2/2m^*=568.654$ meV nm$^2$ the energy unit is $568.654/50^2=0.22746$ meV, and $E_1,E_2,E_3=2.2450,\ 8.9798,\ 20.2046$ meV. With $\theta=\pi/5$, $W\chi_n^2=0.69098,\ 1.80902,\ 1.80902$ for $n=1,2,3$.

The well has $qR=\sqrt{130/568.654}=0.47813$, $\ln(a/R)=8.4961$, $a=4895.7$ nm $=97.914\,W$. Then $\kappa_bW=0.0114685$, and the binding in the open plane is $0.0114685^2\times0.22746$ meV $=29.9$ neV. The well serves only to fix a value of $a$, which depends exponentially on the chosen depth; the real well would differ from the point model by corrections of order $ER^2=20.08/568.654\approx0.035$ near $E_3$.

Window $N=2$. The logarithm in (5) is $-0.88603$. The subtractions for $n=1,2,3$ are $0.69098/2\pi+1.80902/4\pi+1.80902/6\pi=0.3499$. Together these terms give $-0.88603-0.3499=-1.2359$. The full value is $D_3(E_3)=-1/g=-1.20748$, so the modes $n\ge4$ supply $+0.0285$, and $g=0.82817$. Existence holds: $D_2(E_2)=-1.09696$, and $a_c=4895.7\,e^{-2\pi\times1.09696}=4.971$ nm. Equation (9) gives $\kappa_0W=0.82817\times1.80902/2=0.7491$ and a binding of $0.7491^2\times0.22746=0.1276$ meV; to more digits it is $0.127636$ meV against the exact root $0.127579$ meV, a relative error of $4.48\times10^{-4}$ with the predicted sign. So $E^*=20.07703$ meV, $\kappa^*W=0.74892$, and the state decays over 66.76 nm, longer than the wire is wide. This distance below threshold is about four thousand times the open-plane binding of 29.9 neV.

At $E^*$, $k_1W=8.8541$ and $k_2W=6.9848$, so

$$\Gamma=\frac{0.69098}{2\times8.8541}+\frac{1.80902}{2\times6.9848}=0.03902+0.12950=0.16852 .$$

The shares are $\hat u_1^2=0.03902/0.16852=0.2315$ and $\hat u_2^2=0.7685$, and

$$t(E^*)=\begin{pmatrix}0.76845&-0.42182\\-0.42182&0.23155\end{pmatrix},\qquad G=0.76845^2+2\times0.42182^2+0.23155^2=1.0000 .$$

Neither mode is blocked: mode 1 is reflected with probability 0.23 and mode 2 with 0.77. At 5 meV below threshold $G=1.95637$, the background scattering mentioned at the start.

The slope is $D'=4.7355$ meV$^{-1}$. Mode 3 alone gives $1.80902/(4\times0.74892^3\times0.22746)=4.733$, so it carries more than $99.9\%$ of the squared norm. The golden-rule width is $2\times0.16852/4.7355=0.07117$ meV. With $x=0.13956$, $x^2=0.0195$, part (e) predicts a half-reflection span $0.0712/(1-x^2)^2=0.0741$ meV and a pole width $0.0712/(1+x^2)^2=0.0685$ meV. The exact values are $0.07409$ meV, between points $0.17238$ and $0.09829$ meV below threshold, and $0.06843$ meV. The pole lies $0.12033$ meV below threshold, against $0.1276\times(1-x^2)/(1+x^2)^2=0.1204$ meV; freezing $\Gamma$ at threshold instead of at $E^*$ gives $0.12049$ and $0.06823$ meV. The thermal energy at 1 K is roughly 0.09 meV, so the full depth would be seen only well below that temperature.

Window $N=1$. Here $1/g=1.09696$, the same number as $-D_2(E_2)$ above, as the definition of $g$ requires. With $g=0.91161$ the estimate is $0.154650$ meV against the exact $0.154348$ meV (relative error $1.96\times10^{-3}$), so $E^*=8.82548$ meV and $G=0$ there. With $\Gamma=0.06423$ and $x=0.05856$ the three widths are closer: $0.03605$ (golden rule), $0.03631$ (span) and $0.03579$ meV (pole). The critical length is $a_c=11.350$ nm. For $a$ between 4.971 and 11.350 nm, $g$ at the threshold $E_2$ is positive and yet the first window has no zero, since the coupling is too strong for (9). The true bound state lies $0.02909$ meV below $E_1$, shallower than the others because $\chi_1^2$ is smaller.

The numerical check below tests these results by other routes. It integrates the radial equation for $a$ and solves the well's bound state for $\kappa_b$. At negative energy it compares (5) with the image sum of $K_0$ functions that enforces the hard walls. It solves the matching equations of part (f) with 300 modes and $\gamma_M$ for $t$, unitarity, the pole, the half points and the threshold limit, finding $G(E^*)=0$ and $1$ to eight decimals, and with 120 modes it confirms that the zero appears at $1.1a_c$ and is absent at $0.9a_c$. With a weaker impurity it verifies that the relative error of (9) scales as $g^3$. It also treats a square lattice of spacing $h$ with one altered site of energy $\gamma/h^2$. There the on-site Green function of the plane is $-(2/\pi z)K(4/z)$ with $z=4+\kappa^2h^2$ and $K$ the complete elliptic integral of modulus $4/z$; for small $\kappa h$ the complementary modulus is $\kappa h/\sqrt2$, so $-G\to\frac1{2\pi}\ln(4\sqrt2/\kappa h)$, and matching to part (a) fixes $1/\gamma=\frac1{2\pi}\ln(\kappa_bh/4\sqrt2)$. For $h=W/20$ and $N=2$ the zero of the Fisher–Lee $t$ and the lowest eigenvalue of the closed-mode Hamiltonian both lie $0.1293462$ meV below the lattice threshold. For $h=W/60,\ W/120,\ W/240$ the binding is $0.127885,\ 0.127673,\ 0.127607$ meV, and removing $h^2\ln h$ and $h^2$ terms gives $0.127579$ meV; for $N=1$ the extrapolation gives $0.154348$ meV. Finally, a normalised Gaussian $f$ of standard deviation 1 nm with $\gamma=-420.8$ meV nm$^2$, a separate choice not matched to $a$, has its level $0.13105$ meV below $E_3$, one transmission eigenvalue $1.3\times10^{-29}$, which is zero to rounding, and the other short of unity by $2.61\times10^{-9}$.

## Table of computed values

```
inputs: m* = 0.067 m_e, W = 50.0 nm, y0 = 10.0 nm, R = 1.0 nm, V0 = 130.0 meV
hbar^2/2m* = 568.654 meV nm^2; energy unit hbar^2/2m*W^2 = 0.22746 meV
qR = 0.47813; ln(a/R) = 8.4961; a = 4895.7 nm = 97.914 W
kappa_b W = 1.14685e-02; free-plane binding = 29.917 neV
(1/2pi) ln(2 W sin(theta)/pi a) = -0.88603
W chi_n(y0)^2, n=1..3: 0.69098, 1.80902, 1.80902
thresholds E1,E2,E3 = 2.2450, 8.9798, 20.2046 meV
true bound state: E1 - E = 0.02909 meV
--- window N = 1, threshold E2 = 8.9798 meV
a_c = 11.350 nm; D_N(E_N) = -0.96557
1/g = 1.09696; g = 0.91161; Gamma(E*) = 0.06423; g Gamma = 0.05856
E* = 8.82548 meV; E_thr - E* = 0.154348 meV; kappa* W = 0.82375
decay length 1/kappa* = 60.70 nm
weak-coupling E_thr - E* = 0.154650 meV, relative error 1.96e-03
D'(E*) = 3.5639 1/meV; golden-rule width = 0.03605 meV
half reflection at E_thr - E = 0.17411, 0.13781 meV; span 0.03631 meV
pole: E_thr - Re Ep = 0.15276 meV; -2 Im Ep = 0.03579 meV
approximate pole: 0.15310 meV; 0.03557 meV
k_n W at E*: 5.3787
u-hat_n^2 (reflection of mode n): 1.00000
t(E*) row-wise: 0.00000
G(E*) 300 modes = 0.00000000; G(E_thr - 5 meV) = 0.98229 (2e^2/h)
lattice E_thr - E*, h = W/60, W/120, W/240: 0.154559, 0.154411, 0.154366 meV
extrapolated h->0: 0.154348 meV
h = W/20: t zero 0.1556606 meV, closed-channel eigenvalue 0.1556606 meV
--- window N = 2, threshold E3 = 20.2046 meV
a_c = 4.971 nm; D_N(E_N) = -1.09696
1/g = 1.20748; g = 0.82817; Gamma(E*) = 0.16852; g Gamma = 0.13956
E* = 20.07703 meV; E_thr - E* = 0.127579 meV; kappa* W = 0.74892
decay length 1/kappa* = 66.76 nm
weak-coupling E_thr - E* = 0.127636 meV, relative error 4.48e-04
D'(E*) = 4.7355 1/meV; golden-rule width = 0.07117 meV
half reflection at E_thr - E = 0.17238, 0.09829 meV; span 0.07409 meV
pole: E_thr - Re Ep = 0.12033 meV; -2 Im Ep = 0.06843 meV
approximate pole: 0.12049 meV; 0.06823 meV
k_n W at E*: 8.8541, 6.9848
u-hat_n^2 (reflection of mode n): 0.23155, 0.76845
t(E*) row-wise: 0.76845, -0.42182, -0.42182, 0.23155
G(E*) 300 modes = 1.00000000; G(E_thr - 5 meV) = 1.95637 (2e^2/h)
lattice E_thr - E*, h = W/60, W/120, W/240: 0.127885, 0.127673, 0.127607 meV
extrapolated h->0: 0.127579 meV
h = W/20: t zero 0.1293462 meV, closed-channel eigenvalue 0.1293462 meV
Gaussian impurity: sigma = 1.0 nm, gamma = -420.8 meV nm^2
E3 - E* = 0.13105 meV; T_min = 1.3e-29; 1 - T_max = 2.61e-09
```
